# The Belinfante tensor of the Maxwell field and its momentum: a program that tests the result

```python
"""
Belinfante improvement of the Maxwell stress tensor, and the action of its momentum on A.

Result under test (Gaussian atomic units, x0 = c t, metric + - - -):
  canonical tensor + divergence of the Belinfante superpotential
     = symmetric, traceless, gauge-invariant tensor T   (when Maxwell's equations hold),
  and the momentum G = (1/(4 pi c)) * integral of E x B generates
     delta A = a x B = -(a.grad) A + grad(a.A),
  a translation by a plus a gauge transformation.
Symbols: A vector potential, E and B fields, Pi = -E/(4 pi c) momentum conjugate to A,
  P canonical momentum, G Belinfante momentum, a or n a displacement or its direction.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

C = 1.0 / const.fine_structure
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = const.physical_constants["Bohr radius"][0] * 1e10
FOURPI = 4 * np.pi
rng = np.random.default_rng(7)

# ---------- Part 1: the tensors, built from the Lagrangian by differentiation ----------
X = sp.symbols("x0:4", real=True)
g = [1, -1, -1, -1]
R4 = range(4)
d = [[sp.Symbol(f"d{m}{l}") for l in R4] for m in R4]   # stands for d_m A_l (lower indices)
LAG = -sum(g[m] * g[n] * (d[m][n] - d[n][m])**2 for m in R4 for n in R4) / (16 * sp.pi)
MOMENTA = [[sp.diff(LAG, d[m][l]) for l in R4] for m in R4]


def sym_curl(V):
    return [sp.diff(V[2], X[2]) - sp.diff(V[1], X[3]),
            sp.diff(V[0], X[3]) - sp.diff(V[2], X[1]),
            sp.diff(V[1], X[1]) - sp.diff(V[0], X[2])]


def tensors(A_up, point):
    """Numerical tensors at one spacetime point for the four-potential A_up."""
    slopes = {d[m][l]: sp.diff(g[l] * A_up[l], X[m]) for m in R4 for l in R4}
    mom = [[MOMENTA[m][l].xreplace(slopes) for l in R4] for m in R4]
    lag = LAG.xreplace(slopes)
    theta = sp.Matrix(4, 4, lambda m, n: sum(
        mom[m][l] * g[n] * slopes[d[n][l]] for l in R4) - (g[m] * lag if m == n else 0))

    def spin(m, r, s):
        return mom[m][r] * A_up[s] - mom[m][s] * A_up[r]

    def superpotential(l, m, n):
        return (spin(l, m, n) + spin(m, n, l) - spin(n, l, m)) / 2

    improved = sp.Matrix(4, 4, lambda m, n: theta[m, n] + sum(
        sp.diff(superpotential(l, m, n), X[l]) for l in R4))
    spin_div = sp.Matrix(4, 4, lambda m, n: sum(sp.diff(spin(l, m, n), X[l]) for l in R4))
    # the same physics from E and B
    E = [-sp.diff(A_up[0], X[i]) - sp.diff(A_up[i], X[0]) for i in (1, 2, 3)]
    B = sym_curl(A_up[1:])
    u = sum(f**2 for f in E + B) / (8 * sp.pi)
    S = [(E[1]*B[2] - E[2]*B[1]), (E[2]*B[0] - E[0]*B[2]), (E[0]*B[1] - E[1]*B[0])]

    def field_entry(m, n):
        if m == 0 and n == 0:
            return u
        if m == 0 or n == 0:
            return S[max(m, n) - 1] / (4 * sp.pi)
        return -(E[m-1]*E[n-1] + B[m-1]*B[n-1]) / (4 * sp.pi) + (u if m == n else 0)

    field = sp.Matrix(4, 4, field_entry)
    curlB = sym_curl(B)
    maxwell = [-sum(sp.diff(E[i], X[i+1]) for i in range(3))] + [
        sp.diff(E[i], X[0]) - curlB[i] for i in range(3)]
    leftover = sp.Matrix(4, 4, lambda m, n: A_up[n] * maxwell[m] / (4 * sp.pi))
    div_theta = sp.Matrix(1, 4, lambda _, n: sum(sp.diff(theta[m, n], X[m]) for m in R4))
    div_field = sp.Matrix(1, 4, lambda _, n: sum(sp.diff(field[m, n], X[m]) for m in R4))
    parts = [theta, improved, spin_div, field, leftover, div_theta, div_field]
    flat = [entry for M in parts for entry in M]
    values = np.array(sp.lambdify(X, flat, "numpy", cse=True)(*point), dtype=float)
    out, start = [], 0
    for M in parts:
        size = M.shape[0] * M.shape[1]
        out.append(values[start:start + size].reshape(M.shape))
        start += size
    return out


wave1 = sp.cos(3*X[0] - X[1] - 2*X[2] - 2*X[3])          # polarization (2,-1,0)
wave2 = sp.sin(3*X[0] - 2*X[1] + 2*X[2] - X[3])          # polarization (1,1,0)
A_free = [sp.Integer(0), 2*wave1 + wave2, -wave1 + wave2, sp.Integer(0)]
gauge = sp.cos(X[0] - 2*X[1]) * sp.sin(X[2] + X[3])
A_gauged = [A_free[m] + g[m] * sp.diff(gauge, X[m]) for m in R4]
A_off = list(A_gauged)
A_off[2] = A_off[2] + sp.sin(X[0] + 2*X[1])              # violates Maxwell's equations
point = (0.37, -0.52, 0.81, 0.23)

th0, T0, _, F0, _, _, _ = tensors(A_free, point)
th, T, spin_div, F, left, div_th, div_F = tensors(A_gauged, point)
assert np.allclose(T, F, atol=1e-11) and np.allclose(T0, F0, atol=1e-11)
assert np.allclose(T, T.T, atol=1e-11)
assert abs(np.trace(np.diag(g) @ T)) < 1e-11
assert np.allclose(T, T0, atol=1e-11)                    # gauge invariant
assert np.abs(th - th0).max() > 1e-2                     # canonical tensor is not
assert np.abs(th - th.T).max() > 1e-2                    # nor is it symmetric
assert np.allclose(th - th.T, -spin_div, atol=1e-11)
assert np.allclose(div_th, 0, atol=1e-10) and np.allclose(div_F, 0, atol=1e-10)
_, T_off, _, F_off, left_off, _, _ = tensors(A_off, point)
assert np.abs(left_off).max() > 1e-2
assert np.allclose(T_off, F_off + left_off, atol=1e-11)


# ---------- Part 2: brackets and flows on a periodic grid with Fourier derivatives ----------
def deriv(f, axis):
    """Derivative with respect to the angle coordinate (period 2 pi)."""
    N = f.shape[axis]
    shape = [1, 1, 1]
    shape[axis] = N
    m = (np.fft.fftfreq(N) * N).reshape(shape)
    return np.fft.ifft(1j * m * np.fft.fft(f, axis=axis), axis=axis).real


def grad(f):
    return np.stack([deriv(f, j) for j in range(3)])


def div(V):
    return sum(deriv(V[j], j) for j in range(3))


def cross(u, v):
    return np.stack([u[1]*v[2] - u[2]*v[1], u[2]*v[0] - u[0]*v[2], u[0]*v[1] - u[1]*v[0]])


def curl(V):
    return np.stack([deriv(V[2], 1) - deriv(V[1], 2), deriv(V[0], 2) - deriv(V[2], 0),
                     deriv(V[1], 0) - deriv(V[0], 1)])


def along(a, V):
    """(a . grad) V"""
    return np.stack([sum(a[j] * deriv(comp, j) for j in range(3)) for comp in V])


def belinfante_density(E, B):
    return cross(E, B) / (FOURPI * C)


def canonical_density(E, A, scale=1.0):
    return scale * sum(E[i] * grad(A[i]) for i in range(3)) / (FOURPI * C)


def transverse(V):
    N = V.shape[1]
    m = np.stack(np.meshgrid(*[np.fft.fftfreq(N) * N] * 3, indexing="ij"))
    m2 = (m**2).sum(0)
    m2[0, 0, 0] = 1.0
    Vk = np.fft.fftn(V, axes=(1, 2, 3))
    Vk = Vk - m * (m * Vk).sum(0) / m2
    return np.fft.ifftn(Vk, axes=(1, 2, 3)).real


def flow(A, n, s):
    """Solve dA/ds = n x curl A by the exponential series."""
    total, term = A.copy(), A.copy()
    for p in range(1, 61):
        term = (s / p) * cross(n, curl(term))
        total = total + term
    return total


N = 7
cell = (2 * np.pi / N)**3
A = rng.normal(size=(3, N, N, N))
Pi = rng.normal(size=(3, N, N, N))                       # has a nonzero divergence
a = np.array([0.6, -1.1, 0.8])
b = np.array([-0.3, 0.5, 1.2])


def G_total(A_, Pi_):
    return cell * belinfante_density(-FOURPI * C * Pi_, curl(A_)).sum(axis=(1, 2, 3))


def P_total(A_, Pi_):
    return cell * canonical_density(-FOURPI * C * Pi_, A_).sum(axis=(1, 2, 3))


def site_slope(functional, field, index):
    """Functional derivative at one site; central difference is exact for linear dependence."""
    up, down = field.copy(), field.copy()
    up[index] += 1.0
    down[index] -= 1.0
    return (functional(up) - functional(down)) / (2 * cell)


dA_G = -along(a, A) + grad(np.tensordot(a, A, axes=1))
dA_P = -along(a, A)
dPi_G = -along(a, Pi) + a[:, None, None, None] * div(Pi)
assert np.allclose(dA_G, cross(a, curl(A)), atol=1e-10)
for _ in range(12):
    idx = (int(rng.integers(3)),) + tuple(int(q) for q in rng.integers(N, size=3))
    assert abs(site_slope(lambda p: a @ G_total(A, p), Pi, idx) - dA_G[idx]) < 1e-8
    assert abs(site_slope(lambda p: a @ P_total(A, p), Pi, idx) - dA_P[idx]) < 1e-8
    assert abs(-site_slope(lambda q: a @ G_total(q, Pi), A, idx) - dPi_G[idx]) < 1e-8
# the two momenta differ by the Gauss constraint only
gauss_part = -cell * (A * div(Pi)).sum(axis=(1, 2, 3))
assert np.abs(gauss_part).max() > 1e-2
assert np.allclose(G_total(A, Pi) - P_total(A, Pi), gauss_part, atol=1e-8)
Pi_T = transverse(Pi)
assert np.allclose(G_total(A, Pi_T), P_total(A, Pi_T), atol=1e-8)
# two displacements commute up to a gradient
commutator = cross(a, curl(cross(b, curl(A)))) - cross(b, curl(cross(a, curl(A))))
assert np.allclose(commutator, grad(np.tensordot(np.cross(a, b), curl(A), axes=1)), atol=1e-8)
# Coulomb gauge: the transverse part of a x B is a pure translation
A_T = transverse(A)
assert np.allclose(transverse(cross(a, curl(A_T))), -along(a, A_T), atol=1e-9)


# finite displacement against the line-integral formula
def smooth_potential(x, y, z):
    return np.stack([np.cos(x + 2*y) + 0.5*np.sin(z), np.sin(2*z - x) + 0.3*np.cos(y),
                     np.cos(y + z) - 0.7*np.sin(x + z)])


angle = 2 * np.pi * np.arange(9) / 9
pos = np.meshgrid(angle, angle, angle, indexing="ij")
n_dir = np.array([2.0, -1.0, 2.0]) / 3
s_test = 0.7
nodes, weights = np.polynomial.legendre.leggauss(20)


def moved(s):
    return smooth_potential(*[pos[j] - s * n_dir[j] for j in range(3)])


line = sum(0.5 * s_test * w * np.tensordot(n_dir, moved(0.5 * s_test * (1 + q)), axes=1)
           for q, w in zip(nodes, weights))
A_flow = flow(smooth_potential(*pos), n_dir, s_test)
assert np.allclose(A_flow, moved(s_test) + grad(line), atol=1e-9)
assert np.abs(A_flow - moved(s_test)).max() > 1e-2
assert np.allclose(curl(A_flow), curl(moved(s_test)), atol=1e-9)

# ---------- Part 3: plane wave with the energy of one photon in a periodic cube ----------
side_ang, shift_ang = 5000.0, 500.0
side, shift = side_ang / BOHR_ANG, shift_ang / BOHR_ANG
k = 2 * np.pi / side
omega = C * k
E0 = np.sqrt(8 * np.pi * omega / side**3)
A0 = E0 / k
M = 16
angle = 2 * np.pi * np.arange(M) / M
xx, yy, zz = np.meshgrid(angle, angle, angle, indexing="ij")
volume_element = (side / M)**3


def wave_potential(phase):
    out = np.zeros((3, M, M, M))
    out[0] = A0 * np.cos(zz - phase)
    return out


step = 1e-4                                              # phase step omega*dt
Aw = wave_potential(0.0)
Ew = -(omega / C) * (wave_potential(step) - wave_potential(-step)) / (2 * step)
Bw = k * curl(Aw)
u = ((Ew**2).sum(0) + (Bw**2).sum(0)) / (8 * np.pi)
energy = volume_element * u.sum()
G_dens = belinfante_density(Ew, Bw)
G = volume_element * G_dens.sum(axis=(1, 2, 3))
P = volume_element * canonical_density(Ew, Aw, k).sum(axis=(1, 2, 3))
stress = [(u - (Ew[i]**2 + Bw[i]**2) / FOURPI).mean() for i in range(3)]
photon_SI = const.h * const.c / (side_ang * 1e-10) / const.e
assert abs(energy * HARTREE_EV / photon_SI - 1) < 1e-7   # finite-difference E, rounded constants
assert np.allclose(G / k, [0, 0, 1], atol=1e-7) and np.allclose(P / k, [0, 0, 1], atol=1e-7)
assert np.allclose(np.array(stress) / u.mean(), [0, 0, 1], atol=1e-7)

# static gauge change: A_x gains A0*cos(kx), the gradient of (A0/k)*sin(kx)
A_new = Aw + k * grad((A0 / k) * np.sin(xx))
assert np.allclose(k * curl(A_new), Bw, atol=1e-10 * E0)
P_dens_new = canonical_density(Ew, A_new, k)
P_new = volume_element * P_dens_new.sum(axis=(1, 2, 3))
assert np.allclose(P_new / k, [0, 0, 1], atol=1e-7)
peak_true = np.abs(G_dens[2]).max()
peak_gauge = np.abs(P_dens_new[0]).max()
assert abs(peak_gauge / peak_true - 1) < 1e-6
assert np.abs(G_dens[0]).max() < 1e-10 * peak_true

# displacement along the polarization, under which the wave itself is unchanged
A_shift = flow(Aw, np.array([1.0, 0.0, 0.0]), k * shift)
Az_made = np.abs(A_shift[2]).max()
assert abs(Az_made / (k * shift * A0) - 1) < 1e-9
assert np.allclose(A_shift[0], Aw[0], atol=1e-9 * A0)
B_change = np.abs(k * curl(A_shift) - Bw).max() / E0
assert B_change < 1e-9
# displacement along the propagation direction: an ordinary translation
A_shift_z = flow(Aw, np.array([0.0, 0.0, 1.0]), k * shift)
assert np.allclose(A_shift_z, wave_potential(k * shift), atol=1e-9 * A0)

dens_unit = HARTREE_EV / BOHR_ANG**3
print(f"speed of light c = {C:.4f} atomic units")
print(f"side of the periodic cube = {side_ang:.0f} angstrom")
print(f"wave number k = {k / BOHR_ANG:.6e} 1/angstrom")
print(f"photon energy hbar*omega = {omega * HARTREE_EV:.5f} eV")
print(f"electric amplitude E0 = {E0 * HARTREE_EV / BOHR_ANG:.4e} eV/(e angstrom)")
print(f"potential amplitude A0 = {A0 * HARTREE_EV:.5f} eV/e")
print(f"field energy by integration = {energy * HARTREE_EV:.5f} eV")
print(f"field energy by integration = {energy:.6f} hartree")
print(f"c*G_z (Belinfante) by integration = {C * G[2] * HARTREE_EV:.5f} eV")
print(f"G_z (Belinfante) by integration = {G[2]:.6e} atomic units")
print(f"c*P_z (canonical) by integration = {C * P[2] * HARTREE_EV:.5f} eV")
print(f"mean energy density = {u.mean() * dens_unit:.4e} eV/angstrom^3")
print(f"mean stress T^zz = {stress[2] * dens_unit:.4e} eV/angstrom^3")
print(f"mean T^xx / mean energy density = {abs(stress[0] / u.mean()):.5f}")
print(f"mean T^yy / mean energy density = {abs(stress[1] / u.mean()):.5f}")
print(f"peak c*(Belinfante density along z) = {C * peak_true * dens_unit:.4e} eV/angstrom^3")
print("after the static gauge change:")
print(f"peak c*(canonical density along x) = {C * peak_gauge * dens_unit:.4e} eV/angstrom^3")
print(f"total c*P_x (canonical) = {abs(C * P_new[0] * HARTREE_EV):.5f} eV")
print(f"total c*P_z (canonical) = {C * P_new[2] * HARTREE_EV:.5f} eV")
print(f"displacement along x generated by G = {shift_ang:.0f} angstrom")
print(f"k times displacement = {k * shift:.5f} (no unit)")
print(f"amplitude of the A_z created = {Az_made * HARTREE_EV:.5f} eV/e")
print(f"largest change of B relative to E0 = {B_change:.6f} (no unit)")
print("done: every assertion held")
```

Running it gives:

```
speed of light c = 137.0360 atomic units
side of the periodic cube = 5000 angstrom
wave number k = 1.256637e-03 1/angstrom
photon energy hbar*omega = 2.47968 eV
electric amplitude E0 = 8.4730e-05 eV/(e angstrom)
potential amplitude A0 = 0.06743 eV/e
field energy by integration = 2.47968 eV
field energy by integration = 0.091127 hartree
c*G_z (Belinfante) by integration = 2.47968 eV
G_z (Belinfante) by integration = 6.649837e-04 atomic units
c*P_z (canonical) by integration = 2.47968 eV
mean energy density = 1.9837e-11 eV/angstrom^3
mean stress T^zz = 1.9837e-11 eV/angstrom^3
mean T^xx / mean energy density = 0.00000
mean T^yy / mean energy density = 0.00000
peak c*(Belinfante density along z) = 3.9675e-11 eV/angstrom^3
after the static gauge change:
peak c*(canonical density along x) = 3.9675e-11 eV/angstrom^3
total c*P_x (canonical) = 0.00000 eV
total c*P_z (canonical) = 2.47968 eV
displacement along x generated by G = 500 angstrom
k times displacement = 0.62832 (no unit)
amplitude of the A_z created = 0.04237 eV/e
largest change of B relative to E0 = 0.000000 (no unit)
done: every assertion held
```
